# Corner subtraction and mode count in rectangular short-channel Laplace solvers: a program that tests the result

```python
# Result under test: the bounded Laplace potential in a rectangle with four
# constant electrode potentials equals
#   sum_k J_k Theta_k + bilinear function + rapidly converging sine series,
# where J_k is the corner jump (vertical side minus horizontal side) and
# Theta_k = (2/pi) arctan(|y-y_k|/|x-x_k|).  Remainder coefficients fall as n^-3.
# L, H: width and height (nm).  volts = (bottom, top, left, right), in V.
# Corners are ordered (0,0), (L,0), (L,H), (0,H).
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import spsolve
from scipy.special import sici

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(400)
nodes = (nodes + 1) / 2


def offsets(x, y, L, H):
    cx = np.array([0.0, L, L, 0.0])
    cy = np.array([0.0, 0.0, H, H])
    X = np.abs(np.asarray(x, float)[..., None] - cx)
    Y = np.abs(np.asarray(y, float)[..., None] - cy)
    return X, Y


def subtracted(x, y, L, H, jumps, corner):
    X, Y = offsets(x, y, L, H)
    u, v = x / L, y / H
    plane = (corner[0] * (1 - u) * (1 - v) + corner[1] * u * (1 - v)
             + corner[2] * u * v + corner[3] * (1 - u) * v)
    return (2 / pi * np.arctan2(Y, X)) @ jumps + plane


def build(volts, L, H, N, use_bilinear=True):
    vb, vt, vl, vr = volts
    jumps = np.array([vl - vb, vr - vb, vr - vt, vl - vt])
    cx = np.array([0.0, L, L, 0.0])
    cy = np.array([0.0, 0.0, H, H])
    # arctan2(0,0)=0 selects the limit along the horizontal side
    corner = np.array([vb, vb, vt, vt]) - subtracted(
        cx, cy, L, H, jumps, np.zeros(4))
    if not use_bilinear:
        corner = np.zeros(4)
    n = np.arange(1, N + 1)
    sine = np.sin(pi * np.outer(n, nodes)) * weights
    zero = 0 * nodes
    sides = [(nodes * L, zero, vb), (nodes * L, zero + H, vt),
             (zero, nodes * H, vl), (zero + L, nodes * H, vr)]
    coefs = np.array([sine @ (v - subtracted(x, y, L, H, jumps, corner))
                      for x, y, v in sides])
    return SimpleNamespace(L=L, H=H, jumps=jumps, corner=corner, coefs=coefs)


def build_raw(volts, L, H, N, reference):
    n = np.arange(1, N + 1)
    unit = 2 * (1 - (-1.0) ** n) / (n * pi)
    return SimpleNamespace(L=L, H=H, jumps=np.zeros(4),
                           corner=np.full(4, float(reference)),
                           coefs=np.outer(np.array(volts) - reference, unit))


def sinh_ratio(k, a, b):   # sinh(k a)/sinh(k b) without overflow
    return np.exp(k * (a - b)) * np.expm1(-2 * k * a) / np.expm1(-2 * k * b)


def cosh_ratio(k, a, b):   # cosh(k a)/sinh(k b) without overflow
    return np.exp(k * (a - b)) * (1 + np.exp(-2 * k * a)) / -np.expm1(-2 * k * b)


def potential(s, x, y):
    n = np.arange(1, s.coefs.shape[1] + 1)
    k, q = n * pi / s.L, n * pi / s.H
    b, t, l, r = s.coefs
    X = np.asarray(x, float)[..., None]
    Y = np.asarray(y, float)[..., None]
    series = (np.sin(k * X) * (b * sinh_ratio(k, s.H - Y, s.H)
                               + t * sinh_ratio(k, Y, s.H))
              + np.sin(q * Y) * (l * sinh_ratio(q, s.L - X, s.L)
                                 + r * sinh_ratio(q, X, s.L)))
    return subtracted(x, y, s.L, s.H, s.jumps, s.corner) + series.sum(-1)


def slope_x(s, x, y):      # d(potential)/dx at one point
    n = np.arange(1, s.coefs.shape[1] + 1)
    k, q = n * pi / s.L, n * pi / s.H
    b, t, l, r = s.coefs
    series = (k * np.cos(k * x) * (b * sinh_ratio(k, s.H - y, s.H)
                                   + t * sinh_ratio(k, y, s.H))
              + q * np.sin(q * y) * (-l * cosh_ratio(q, s.L - x, s.L)
                                     + r * cosh_ratio(q, x, s.L)))
    X, Y = offsets(x, y, s.L, s.H)
    sign = np.array([1, -1, -1, 1])
    angular = (-2 / pi * sign * Y / (X**2 + Y**2)) @ s.jumps
    c, v = s.corner, y / s.H
    plane = ((c[1] - c[0]) * (1 - v) + (c[2] - c[3]) * v) / s.L
    return angular + plane + series.sum()


def boundary_error(s, volts):
    f = np.linspace(0, 1, 4001)[1:-1]
    o = 0 * f
    sides = [(f * s.L, o), (f * s.L, o + s.H), (o, f * s.H), (o + s.L, f * s.H)]
    return max(np.max(np.abs(potential(s, x, y) - v))
               for (x, y), v in zip(sides, volts))


def saddle(volts, L, H, N=40):
    s = build(volts, L, H, N)
    best = minimize_scalar(lambda x: potential(s, x, H / 2),
                           bounds=(0.2 * L, 0.8 * L), method="bounded",
                           options={"xatol": 1e-8})
    return best.x, best.fun


# ---------- example parameters (material values are rough typical ones) -------
L, t_si, t_ins = 20.0, 6.0, 2.5
H = t_si + 2 * t_ins
eps_si, eps_ins = 11.7, 11.0
v_gate, v_source, v_ds, v_ds_low = 0.1, 0.6, 0.5, 0.05
temperature = 300.0
n_i, n_donor, n_band = 1e10, 1e20, 2.8e19        # cm^-3
mass_confine, mass_transport = 0.92, 0.19        # electron masses
gap_si, breakdown = 1.12, 5.0                    # eV, MV/cm
ins_barrier, ins_mass = 1.5, 0.2                 # eV, electron masses
kT = const.k * temperature / const.e             # eV, also thermal voltage in V
volts = (v_gate, v_gate, v_source, v_source + v_ds)


def grid_saddle(h, e_ins, ramp, x_top=None):
    """Finite-difference centre-line minimum; electrons included if x_top given."""
    nx, ny = round(L / h), round(H / h)
    mid = (np.arange(ny) + 0.5) * h
    in_si = (mid > t_ins) & (mid < H - t_ins)
    e = np.where(in_si, eps_si, e_ins)
    e_row = (e[:-1] + e[1:]) / 2
    fill = (in_si[:-1].astype(float) + in_si[1:]) / 2
    one = np.ones(nx - 1)
    Tx = sparse.diags([-one[1:], 2 * one, -one[1:]], [-1, 0, 1])
    Ty = sparse.diags([-e[1:-1], e[:-1] + e[1:], -e[1:-1]], [-1, 0, 1])
    A = (sparse.kron(sparse.diags(e_row), Tx)
         + sparse.kron(Ty, sparse.identity(nx - 1))).tocsc()
    y = np.arange(1, ny) * h
    part = np.minimum(1, np.minimum(y, H - y) / t_ins) if ramp else 1 + 0 * y
    rhs = np.zeros((ny - 1, nx - 1))
    rhs[:, 0] += e_row * (v_gate + (volts[2] - v_gate) * part)
    rhs[:, -1] += e_row * (v_gate + (volts[3] - v_gate) * part)
    rhs[0] += e[0] * volts[0]
    rhs[-1] += e[-1] * volts[1]
    rhs = rhs.ravel()
    phi = spsolve(A, rhs)
    if x_top is not None:
        x = np.arange(1, nx) * h
        fermi = np.tile(np.where(x < x_top, 0.0, v_ds), ny - 1)
        scale = (h * 1e-9)**2 * const.e * n_i * 1e6 / const.epsilon_0
        scale = scale * np.repeat(fill, nx - 1)
        change = 1.0
        for _ in range(60):
            charge = scale * np.exp((phi - fermi) / kT)
            jac = (A + sparse.diags(charge / kT)).tocsc()
            step = spsolve(jac, A @ phi - rhs + charge)
            phi = phi - step
            change = np.max(np.abs(step))
            if change < 1e-9:
                break
        assert change < 1e-9
    return phi.reshape(ny - 1, nx - 1)[ny // 2 - 1].min()


# ---------- tests with four unequal electrodes --------------------------------
xs, ys = sp.symbols("x y", positive=True)
angle = sp.atan(ys / xs)
assert sp.simplify(sp.diff(angle, xs, 2) + sp.diff(angle, ys, 2)) == 0

general = (0.1, 0.3, 0.6, 1.1)
fast = build(general, L, H, 40)
long_raw = build_raw(general, L, H, 3000, 0.0)
px = np.array([0.3, 1.0, 5.0, 10.0, 16.0, 19.6, 19.0, 0.5])
py = np.array([0.3, 8.0, 5.5, 0.4, 9.0, 10.6, 0.5, 10.5])
interior_error = np.max(np.abs(potential(fast, px, py)
                               - potential(long_raw, px, py)))
edge_error = boundary_error(fast, general)
assert interior_error < 5e-5 and edge_error < 5e-5
assert interior_error <= edge_error + 1e-10

many = build(general, L, H, 101)
no_plane = build(general, L, H, 101, use_bilinear=False)
curv = 4 * L * H / (pi * (L**2 + H**2)**2)
law_ratios = []
for n in (100, 101):
    sgn = (-1)**n
    law = 2 * L**2 / (n * pi)**3 * curv * (many.jumps[2] - sgn * many.jumps[3])
    law_ratios.append(many.coefs[0, n - 1] / law)
    slow = 2 / (n * pi) * (many.corner[0] - sgn * many.corner[1])
    assert abs(no_plane.coefs[0, n - 1] / slow - 1) < 1e-3
assert np.max(np.abs(np.array(law_ratios) - 1)) < 0.01

# ---------- tests and numbers for the transistor ------------------------------
sol = build(volts, L, H, 40)
errors = {N: boundary_error(build(volts, L, H, N), volts) for N in (8, 16, 32)}
assert 3.5 < errors[16] / errors[32] < 4.3


def raw_peak(N):
    y = np.linspace(0, 3 * H / N, 1201)[1:]
    return np.max(potential(build_raw(volts, L, H, N, v_gate), 0 * y, y))


gibbs = 2 / pi * sici(pi)[0]
assert abs((raw_peak(200) - v_gate) / (v_source - v_gate) - gibbs) < 1e-3

field_source = -slope_x(sol, 0.0, H / 2)
field_drain = slope_x(sol, L, H / 2)
field_check = -slope_x(build_raw(volts, L, H, 3000, v_source), 0.0, H / 2)
assert abs(field_source - field_check) < 1e-5
raw_fields = [-slope_x(build_raw(volts, L, H, N, v_gate), 0.0, H / 2)
              for N in (40, 41)]
assert abs(raw_fields[1] - raw_fields[0]) > field_source

radius, a1, a2 = 0.2, np.radians(40), np.radians(50)
arc_raw = build_raw(volts, L, H, 3000, v_gate)
arc = [potential(arc_raw, L - radius * np.cos(a), radius * np.sin(a))
       for a in (a1, a2)]
jump_drain = volts[3] - v_gate
arc_field = (arc[1] - arc[0]) / (radius * (a2 - a1))
corner_law = 2 * jump_drain / (pi * radius)
assert abs(arc_field / corner_law - 1) < 0.05

x_min, phi_min = saddle(volts, L, H)
assert potential(sol, x_min, H / 2 - 0.5) < phi_min
assert potential(sol, x_min - 0.5, H / 2) > phi_min
A_s, A_d = v_source - v_gate, volts[3] - v_gate
one_mode = v_gate + 8 / pi * np.sqrt(A_s * A_d) * np.exp(-pi * L / (2 * H))
one_x = L / 2 - H / (2 * pi) * np.log(A_d / A_s)
assert abs((one_mode - v_gate) / (phi_min - v_gate) - 1) < 0.01
assert abs(one_x - x_min) < 0.1
accurate = potential(build_raw(volts, L, H, 400, v_gate), L / 2, H / 2)
centre_raw = potential(build_raw(volts, L, H, 3, v_gate), L / 2, H / 2)
centre_fast = potential(build(volts, L, H, 3), L / 2, H / 2)

low = (v_gate, v_gate, v_source, v_source + v_ds_low)
phi_low = saddle(low, L, H)[1]
lowering = (phi_min - phi_low) / (v_ds - v_ds_low)
dv = 0.005
coupling = (saddle((v_gate + dv, v_gate + dv) + volts[2:], L, H)[1]
            - saddle((v_gate - dv, v_gate - dv) + volts[2:], L, H)[1]) / (2 * dv)
swing = np.log(10) * kT / coupling

# ---------- sizes of neglected effects ----------------------------------------
h = 0.125
grid_base = grid_saddle(h, eps_si, False)
assert abs(grid_base - phi_min) < 5e-4
grid_gap = grid_saddle(h, eps_ins, True)
grid_charge = grid_saddle(h, eps_ins, True, x_top=x_min)
widths = [eps_si * const.epsilon_0 * f * 1e9 / (const.e * n_donor * 1e6) * 1e9
          for f in (field_source, field_drain)]
phi_depleted = saddle(volts, L + sum(widths) / 2, H)[1]
confine = ((const.hbar * pi / (t_si * 1e-9))**2
           / (2 * mass_confine * const.m_e) / const.e)
d = 0.05
curvature = (potential(sol, x_min + d, H / 2) - 2 * phi_min
             + potential(sol, x_min - d, H / 2)) / d**2
omega = np.sqrt(const.e * curvature * 1e18 / (mass_transport * const.m_e))
u = const.hbar * omega / (2 * kT * const.e)
enhancement = u / np.sin(u)
direct = quad(lambda t: np.exp(-t) / (1 + np.exp(-pi * t / u)), -15, 40,
              limit=300, points=[0.0])[0]
assert abs(direct / enhancement - 1) < 1e-3
kappa = np.sqrt(2 * ins_mass * const.m_e * ins_barrier * const.e) / const.hbar
leak = np.exp(-2 * kappa * t_ins * 1e-9)

print(f"channel length L = {L:.1f} nm, film = {t_si:.1f} nm")
print(f"insulator = {t_ins:.1f} nm per side, rectangle height H = {H:.1f} nm")
print(f"relative permittivity: film {eps_si}, insulator {eps_ins}")
print(f"gate potential = {v_gate:.2f} V, source = {v_source:.2f} V")
print(f"drain potential = {volts[3]:.2f} V (drain bias {v_ds:.2f} V)")
print(f"temperature = {temperature:.0f} K, thermal voltage = {1e3*kT:.2f} mV")
print("corner jumps J1..J4 =", np.round(sol.jumps, 3), "V")
print("corner values removed by bilinear term =", np.round(sol.corner, 4), "V")
print("unequal-electrode test (bottom, top, left, right) =", general, "V")
print(f"  N=40 largest interior error = {1e6*interior_error:.3f} uV")
print(f"  N=40 largest boundary error = {1e6*edge_error:.3f} uV")
print("  coefficient / n^-3 law at n=100,101 =", np.round(law_ratios, 5))
for N in (8, 16, 32):
    print(f"N={N}: subtracted boundary error = {1e3*errors[N]:.5f} mV")
for N in (32, 200):
    print(f"N={N}: raw source overshoot = {1e3*(raw_peak(N)-v_source):.2f} mV")
print(f"Gibbs peak factor (2/pi)Si(pi) = {gibbs:.5f}")
print(f"centre potential, converged = {accurate:.6f} V")
print(f"centre error N=3: raw = {1e3*(centre_raw-accurate):.5f} mV")
print(f"centre error N=3: subtracted = {1e3*(centre_fast-accurate):.5f} mV")
print(f"source mid-face field = {10*field_source:.4f} MV/cm")
print(f"raw field N=40, 41 = {10*raw_fields[0]:.4f}, {10*raw_fields[1]:.4f} MV/cm")
print(f"drain mid-face field = {10*field_drain:.4f} MV/cm")
print(f"saddle position = {x_min:.3f} nm, one-mode = {one_x:.3f} nm")
print(f"saddle potential = {phi_min:.5f} V, one-mode = {one_mode:.5f} V")
print(f"barrier seen from source = {v_source-phi_min:.4f} eV")
print(f"saddle potential at drain bias {v_ds_low:.2f} V = {phi_low:.5f} V")
print(f"drain-induced barrier lowering = {1e3*lowering:.2f} mV/V")
print(f"gate coupling = {coupling:.4f}, swing = {1e3*swing:.2f} mV/decade")
print(f"finite-difference saddle (step {h} nm) = {grid_base:.5f} V")
print(f"shift, real gap and permittivity = {1e3*(grid_gap-grid_base):.1f} mV")
print(f"further shift, mobile electrons = {1e3*(grid_charge-grid_gap):.1f} mV")
print(f"saddle with these two effects = {grid_charge:.4f} V")
print(f"donor density = {n_donor:.1e} cm^-3, n_i = {n_i:.1e} cm^-3")
print(f"depletion width source, drain = {widths[0]:.2f}, {widths[1]:.2f} nm")
print(f"shift from contact depletion = {1e3*(phi_depleted-phi_min):.1f} mV")
print(f"donor density / band density of states = {n_donor/n_band:.2f}")
print(f"confinement energy (mass {mass_confine}) = {1e3*confine:.1f} meV")
print(f"barrier-top tunnelling (mass {mass_transport}): "
      f"current +{100*(enhancement-1):.0f} %")
print(f"insulator barrier = {ins_barrier} eV, mass = {ins_mass}")
print(f"insulator tunnelling probability = {leak:.1e}")
print(f"drain-gate field across real gap = {10*jump_drain/t_ins:.2f} MV/cm")
print(f"rough insulator breakdown field = {breakdown:.1f} MV/cm")
print(f"ideal corner exceeds it within r = "
      f"{2*jump_drain/(pi*breakdown/10):.2f} nm")
print(f"largest band bending = {jump_drain:.2f} eV, silicon gap = {gap_si} eV")
print("verified")
```

Output:

```
channel length L = 20.0 nm, film = 6.0 nm
insulator = 2.5 nm per side, rectangle height H = 11.0 nm
relative permittivity: film 11.7, insulator 11.0
gate potential = 0.10 V, source = 0.60 V
drain potential = 1.10 V (drain bias 0.50 V)
temperature = 300 K, thermal voltage = 25.85 mV
corner jumps J1..J4 = [0.5 1.  1.  0.5] V
corner values removed by bilinear term = [-0.7201 -1.0601 -1.0601 -0.7201] V
unequal-electrode test (bottom, top, left, right) = (0.1, 0.3, 0.6, 1.1) V
  N=40 largest interior error = 0.302 uV
  N=40 largest boundary error = 6.307 uV
  coefficient / n^-3 law at n=100,101 = [0.99995 0.99995]
N=8: subtracted boundary error = 0.14883 mV
N=16: subtracted boundary error = 0.03862 mV
N=32: subtracted boundary error = 0.00982 mV
N=32: raw source overshoot = 89.65 mV
N=200: raw source overshoot = 89.49 mV
Gibbs peak factor (2/pi)Si(pi) = 1.17898
centre potential, converged = 0.209332 V
centre error N=3: raw = -0.00024 mV
centre error N=3: subtracted = -0.00872 mV
source mid-face field = 0.8851 MV/cm
raw field N=40, 41 = -0.0240, 1.7942 MV/cm
drain mid-face field = 1.8062 MV/cm
saddle position = 8.769 nm, one-mode = 8.787 nm
saddle potential = 0.20296 V, one-mode = 0.20353 V
barrier seen from source = 0.3970 eV
saddle potential at drain bias 0.05 V = 0.17644 V
drain-induced barrier lowering = 58.93 mV/V
gate coupling = 0.8452, swing = 70.43 mV/decade
finite-difference saddle (step 0.125 nm) = 0.20298 V
shift, real gap and permittivity = -3.8 mV
further shift, mobile electrons = -0.8 mV
saddle with these two effects = 0.1984 V
donor density = 1.0e+20 cm^-3, n_i = 1.0e+10 cm^-3
depletion width source, drain = 0.57, 1.17 nm
shift from contact depletion = -11.9 mV
donor density / band density of states = 3.57
confinement energy (mass 0.92) = 11.4 meV
barrier-top tunnelling (mass 0.19): current +24 %
insulator barrier = 1.5 eV, mass = 0.2
insulator tunnelling probability = 8.1e-07
drain-gate field across real gap = 4.00 MV/cm
rough insulator breakdown field = 5.0 MV/cm
ideal corner exceeds it within r = 1.27 nm
largest band bending = 1.00 eV, silicon gap = 1.12 eV
verified
```
